# Feibelman d-parameters and the initial slope of surface plasmon dispersion, part 2

How does the surface-plasmon frequency $\Omega(q)$ shift from $\omega_s$, where $\epsilon(\omega_s)=-1$, to first order in the parallel wave vector $q$? The example is jellium with $r_s=4$ bohr and bulk density $n$.

Gaussian atomic units are used, fields vary as $e^{iqx-i\omega t}$, $z$ increases towards the vacuum, and retardation is neglected. The bulk is Drude, $\epsilon=1-\omega_p^2/\omega^2$. The ground-state electron density is $n_0(z)$, and $v_{xc}$ is the exchange-correlation potential. The induced charge $\rho=-\delta n$ lies within $|z|<\ell$ of the surface.

The length $d_\perp$ is the centroid of $\rho$ in a uniform normal field; $d_\parallel$ is that of $\partial_zP_x$ in a uniform parallel field, with $\mathbf P$ the polarization. $\Delta d=d_\perp-d_\parallel$.

The potential outside, $\phi_>=e^{qz}-g\,e^{-qz}$, defines the response function $g$, whose pole is the mode. A half-space has $t=1$; a slab of half-width $a$, with origin at its upper face, has $t=\tanh qa$ (even) or $\coth qa$ (odd).
$$Y\equiv\frac{1+g}{1-g}=\frac{\epsilon t+qd_\parallel(\epsilon-1)}{1-qd_\perp(\epsilon-1)t}.\tag{3}$$
For $t=1$,
$$g=\frac{(\epsilon-1)\left[1+q(d_\perp+d_\parallel)\right]}{\epsilon+1-(\epsilon-1)\,q\,(d_\perp-d_\parallel)}.\tag{4}$$
$$\Omega=\omega_s-\frac{2q\,\Delta d(\omega_s)}{\epsilon'(\omega_s)}.\tag{5}$$
For a Drude bulk,
$$\Omega=\omega_s\left[1-\tfrac12q\,\Delta d(\omega_s)\right].\tag{6}$$
The full width of $\mathrm{Im}\,g$ is $\omega_sq\,\mathrm{Im}\Delta d$.

For jellium, measured from the background edge, $d_\parallel=0$ and
$$d_\perp(\omega)=\frac{\omega_p^2}{\omega_p^2-\omega^2}\,\frac1\sigma\int_0^\infty z\,\rho\,dz.\tag{7}$$
This "outside-charge form" requires zero total exchange-correlation force. Here $\sigma$ is the charge per area on the upper face. For a slab in a normal field $E_0$, with $z$ from its centre, $p=\int z\rho\,dz=2\sigma(a+d_\perp)$.

The output also lists two test models. Hard-wall hydrodynamics has $\beta^2=\frac35k_F^2$ and $d_\perp=-\beta/\sqrt{\omega_p^2-\omega^2}$. A local layer of thickness $b$ (written $a$ in the output) has $\epsilon_L=1-f\omega_p^2/\omega^2$ on a bulk $\epsilon=\epsilon_b-\omega_p^2/\omega^2$; its "exact" slopes come from unexpanded matching.

## A.6 Slab implementation

The ground state is the self-consistent LDA (Slater exchange, PW92 correlation) for subbands $\varphi_n(z)$, $\varepsilon_n$, with $n_0=\sum_n(\varepsilon_F-\varepsilon_n)\varphi_n^2/\pi$, the factor being two spins times the disc area $\pi K_n^2$ over $(2\pi)^2$, with $K_n^2=2(\varepsilon_F-\varepsilon_n)$. An electron lifted from $(n,\mathbf k)$ to $(m,\mathbf k+\mathbf q)$ gains $\varepsilon_m-\varepsilon_n+qk_x+q^2/2$, so
$$\chi_0(z,z')=\frac1{2\pi^2}\sum_{n}^{\rm occ}\sum_m\left[I_n(A_+)+I_n(A_-)\right]\varphi_n\varphi_m(z)\,\varphi_n\varphi_m(z'),$$
with $A_\pm=\pm\omega-(\varepsilon_m-\varepsilon_n)-q^2/2$ and $I_n(A)=\int_{k<K_n}d^2k/(A-qk_x)$. The sum over $m$ is unrestricted, because transitions between two occupied states cancel between the two terms. The angular integral is $2\pi/\sqrt{A^2-q^2k^2}$ and the radial one gives $(2\pi/q^2)[A-\sqrt{A^2-q^2K^2}]$. Multiplying above and below by the conjugate removes the cancellation at small $q$:
$$I=\frac{2\pi K^2}{A\left[1+\sqrt{1-q^2K^2/A^2}\right]}.$$
The principal root is the right branch for $A$ off the real axis: its argument is then never a negative real number, and $I\to\pi K^2/A$ at $q=0$. The response equation is $\delta n=\chi_0[v_{\rm ext}+(v_q+f_{xc})\delta n]$, with $v_q=(2\pi/q)e^{-q|z-z'|}$, replaced by $-2\pi|z-z'|$ for neutral $\delta n$ at $q=0$, and $f_{xc}=dv_{xc}/dn$ at $n_0(z)$.

Since $d_\perp=p/2\sigma-a$ is a small difference of lengths of order $a$, small relative errors in $p$ or $\sigma$ are magnified. Four choices were made; their separate effects were not tested, and the third concerns only how self-consistency is reached.

1. The kinetic matrix on a grid of step $h$ is the sinc form, $\pi^2/6h^2$ on the diagonal and $(-1)^j/(jh)^2$ at separation $jh$. The $f$-sum rule behind the Drude $\epsilon$ needs $-\sum_{ij}(z_i-z_j)^2T_{ij}u_iu_j=1$; here the sum equals $1-|\sum_i(-1)^iu_i|^2$, so it fails by the square of the Nyquist component of the orbital.
2. The Coulomb kernel is band limited: its Fourier components $4\pi/k^2$ with $|k|>k_c=\pi/h$ are removed, by subtracting $4\int_{k_c}^\infty k^{-2}\cos k\Delta\,dk=4[\cos(k_c\Delta)/k_c-\Delta(\pi/2-\mathrm{Si}\,k_c\Delta)]$ at distance $\Delta$. Using $k^2$ for $k^2+q^2$ there is a relative error of order $(q/k_c)^2$ in the subtracted piece.
3. Self-consistency uses Newton steps $(1-K\chi_0)\delta V=V_{\rm out}-V_{\rm in}$ with the static $\chi_0$ at fixed electron number; $K$ is the Hartree kernel at first, and $f_{xc}$ is added near convergence.
4. A small density floor is added in the argument of both $v_{xc}$ and $f_{xc}$. It keeps $f_{xc}\sim n^{-2/3}$ finite in vacuum, and using it in both preserves the zero-force property behind (7).

All matrices are split into even and odd blocks. At $q=0$ the odd block with $v_{\rm ext}=zE_0$ gives $\rho$. The centroid uses $\sigma$ measured as the cumulative charge $\int_z^\infty\rho\,dz'$ averaged over the interior with a smooth window, with no use of $\epsilon$; (7) uses the vacuum side alone. At finite $q$ take $v_{\rm ext}=e^{qz}+se^{-qz}$, $s=\pm1$, with $z$ from the slab centre. Above the slab the total is $e^{qz}+(s+I_s)e^{-qz}$ with $I_s=(2\pi/q)\int e^{qz}\delta n\,dz$, and referring both exponentials to $z=a$ gives $g_s=-(s+I_s)e^{-2qa}$. Expanding the inverse of (3),
$$\frac1Y-\frac1{\epsilon t}=-q\,\frac{\epsilon-1}{\epsilon}\,D,\qquad D=d_\perp+\frac{d_\parallel}{\epsilon t^2}.\tag{8}$$
An effective $D(q)$ is read from each channel. The even channel at $qa\ll1$ has small $t$ and isolates $d_\parallel=\epsilon t^2(D-d_\perp)$. Adding $1/\epsilon$ to the channel average of the left side gives $1/Y$ for a half-space to first order in $q$, free of the classical coupling of the two faces, provided $d_\parallel=0$ (as for jellium) or $qa\gg1$; otherwise the average of $1/t^2$ over the two channels differs from 1.

A finite box has discrete subbands, and at $q=0$ a discrete excitation spectrum, so the response is evaluated at $\omega+i\eta$. Equations (3), (7) and (8) are analytic in frequency and hold there unchanged. The value on the real axis is obtained by fitting $1/d_\perp$ with a quadratic along the line $\eta=0.05\,\omega_s$ and evaluating the fit at $\omega_s$; poles come from a cubic fit of $1/g$ along the same line.

## A.7 Numbers for $r_s=4$ bohr

The slab has $a=120$ bohr, 40 bohr of vacuum on each side, $h=1.0$ bohr and 37 occupied subbands. With $n=0.003730$ bohr$^{-3}$, $\omega_p=\sqrt{4\pi n}=0.2165$ Ha and $\omega_s=0.1531$ Ha $=4.166$ eV. All values are collected in the numerical output below.

The static centroid is 1.223 bohr by both routes. At $\omega_s(1+0.05i)$ the centroid is $2.370+2.907i$ bohr and (7) gives $2.372+2.906i$ bohr. The even channel at $q=0.001$ bohr$^{-1}$ returns $d_\parallel=0.002+0.001i$ bohr, zero on this scale. The channel-averaged $D(q)$ at $\eta=0.1\,\omega_s$ and $q=0.015,\,0.03,\,0.045$ bohr$^{-1}$ extrapolates with the quadratic weights $3,-3,1$: the imaginary part is $3(2.499)-3(2.235)+1.960=2.752$, and the whole is $1.665+2.752i$ bohr. The $q=0$ centroid is $1.666+2.737i$ bohr, a difference of 0.5% of its modulus. This tests (3) against a nonlocal calculation at finite $q$.

The real part depends strongly on the broadening: 1.67, 2.37 and 2.78 bohr at $\eta/\omega_s=0.1$, 0.05 and 0.025, while the imaginary part stays between 2.74 and 2.91 bohr. A value read at finite $\eta$ understates the slope here, by about 30% of the continued value at $\eta=0.05\,\omega_s$. The continuation gives $3.331+2.720i$ bohr. A linear extrapolation, $2(2.782)-2.370=3.19$ for the real part, gives $3.19+2.79i$ bohr; the two differ by 4% of the modulus. Part of this gap is a finite-cell effect: at $\eta=0.025\,\omega_s$ reflections inside the slab and the box are only weakly damped, and for a semi-infinite surface with outgoing waves the real part there is higher by 0.05 to 0.08 bohr, which moves the linear estimate to about 3.3 bohr. To this accuracy
$$d_\perp(\omega_s)\approx3.3+2.7i\ \text{bohr}=1.8+1.4i\ \text{Å}.$$
The real part is 2.7 times the static centroid, which is no substitute for it. From (6) the slope is $-0.15309\times3.331/2=-0.255$ Ha bohr, about $-3.7$ eV Å, and the full width per unit $q$ is $0.15309\times2.720=0.416$ Ha bohr, about 6.0 eV Å. By these initial slopes the width grows about 1.6 times as fast as the frequency falls; for the poles in the table below the ratio of full width to shift is 1.3 to 1.4.

| $q$ (bohr$^{-1}$) | pole (eV) | linear law (eV) |
|---|---|---|
| 0.015 | $4.071-0.065i$ | $4.062-0.085i$ |
| 0.03 | $4.002-0.105i$ | $3.958-0.170i$ |
| 0.045 | $3.957-0.139i$ | $3.854-0.255i$ |

At the first point the law gives $4.166(1-0.015\times1.666)=4.062$ eV. The computed shifts, $-0.095$, $-0.164$ and $-0.209$ eV, are 91%, 79% and 67% of the linear ones, and the imaginary parts reach about 76%, 62% and 55%. The formal window, if $\ell$ is taken as $|d_\perp|$, runs from $\omega_s/c=0.0011$ to $1/|d_\perp|=0.23$ bohr$^{-1}$, but a 10% departure in the shift appears already near 0.015 bohr$^{-1}$, where $q|d_\perp|=0.065$. The lower edge is not far away either: the retarded condition $q^2=(\omega/c)^2\epsilon/(\epsilon+1)$ gives $\epsilon+1\approx-(\omega_s/cq)^2$ and a shift $-\omega_s(\omega_s/cq)^2/4$, about $-6$ meV at $q=0.015$ bohr$^{-1}$, which the calculation leaves out. A straight line fitted to data over the range of the table would understate the initial slope. Extrapolating $(\Omega-\omega_s)/q\omega_s$ to $q=0$ gives $-1.74-1.31i$ bohr against $-d_\perp/2=-1.67-1.36i$ bohr, a difference of 4% of the modulus, the same size as the uncertainty of the continuation. The maximum of $\mathrm{Im}\,g$ at $\eta=0.05\,\omega_s$, measured from the classical maximum at the same $\eta$, has slope $-1.55$ bohr, 7% smaller in size than $-1.67$ bohr. A maximum at finite $\eta$ need not follow the pole: in (4) the phase of the numerator and the variation of $d_\perp$ across the line both move it at first order in $q$, in opposite directions, and the frequency dependence of $\epsilon$ across the line adds a smaller term of the same sign as the numerator's. These contributions were not separated in the slab calculation.

At $0.92\,\omega_p+0.05i\,\omega_s$ the outside-charge form gives $d_\perp=-3.36+2.56i$ bohr. The prefactor in (7) still has a positive real part there, and the ground-state spill-out is the same, yet the real part has changed sign. Reading this as the passage through the multipole surface resonance between $\omega_s$ and $\omega_p$ is a conjecture, since no frequency scan was made.

## A.8 Range of validity

At $\eta=0.05\,\omega_s$ the real part of $d_\perp(\omega_s)$ is 1.53, 2.37 and 3.08 bohr for $r_s=3$, 4 and 5 bohr. The values at $r_s=3$ and 5 were not continued to $\eta=0$; that their sign survives the continuation, as it does at $r_s=4$ bohr, is assumed. Alkali metals have $r_s$ between roughly 3 and 6 bohr, so on that assumption, within jellium and the adiabatic LDA, the initial dispersion is negative at the three densities of that range computed here.

In all three cases $\omega_s$ exceeds the work function (4.17 against 2.91 eV at $r_s=4$ bohr), so excited electrons can leave the metal and reflect from the end of the box, damped by $\eta$ alone. The last digits quoted depend on the cell. With $a=60$ or 80 bohr and $h=0.5$ bohr the static centroid at $r_s=4$ bohr moves by about 0.001 bohr and the work function by up to 0.003 eV. With $a=80$ bohr the poles at $q=0.015$ and 0.045 bohr$^{-1}$ are unchanged to 1 meV, but they move by up to 3 meV when the cubic fit is replaced by a quartic. For a semi-infinite surface with outgoing waves $d_\perp$ moves by 0.01 to 0.03 bohr at $\eta=0.05\,\omega_s$ and by 0.05 to 0.08 bohr at $\eta=0.025\,\omega_s$, and (7) on the real axis gives $3.3+2.7i$ bohr, within a few hundredths of a bohr of the continued value. The model leaves out the lattice, interband transitions, core polarization, frequency dependence of $f_{xc}$, retardation and temperature. A real metal with $\epsilon_b\neq1$ needs (5) in place of (6), its $d_\parallel$ need not vanish, and (7) loses its basis once the ions exert forces beyond those of a uniform background.

## Computed results

```
layer model (wp=1, thickness a=1; slopes in wp*a)
 eb=1 f=0.25: dperp=-0.5000 a, dpar=0.2500 a, slope exact 0.2651, formula 0.2652
 eb=1 f=0.75: dperp=1.5000 a, dpar=0.7500 a, slope exact -0.2651, formula -0.2652
 eb=5 f=1.0: dperp=0.6000 a, dpar=3.0000 a, slope exact 0.1633, formula 0.1633
slab: half-width 120 bohr, vacuum 40 bohr, grid 1.0 bohr, LDA + ALDA
rs=3.0: ws=6.414 eV, work fn 3.359 eV, dperp(ws(1+0.05i))=1.532+2.821i bohr
rs=5.0: ws=2.981 eV, work fn 2.536 eV, dperp(ws(1+0.05i))=3.081+2.544i bohr
rs=4.0: n=0.003730 bohr^-3, kF=0.4798 1/bohr, subbands 37
wp=0.21651 Ha, ws=0.15309 Ha = 4.166 eV, work fn 2.907 eV
retardation scale ws/c = 0.00112 1/bohr
hydrodynamic: beta=0.3716 au, dperp=-2.428 bohr, slope/ws=1.214 bohr
static dperp: centroid 1.223 bohr, outside-charge form 1.223 bohr
dperp(ws(1+0.1i)): centroid 1.666+2.737i, outside form 1.666+2.737i bohr
dperp(ws(1+0.05i)): centroid 2.370+2.907i, outside form 2.372+2.906i bohr
dperp(ws(1+0.025i)): centroid 2.782+2.849i, outside form 2.785+2.846i bohr
dperp(ws) continued to eta=0: 3.331+2.720i bohr = 1.763+1.439i Angstrom
dperp(ws) linear in eta, cross-check: 3.194+2.792i bohr
dperp(0.92 wp + 0.05i ws) = -3.356+2.564i bohr
dpar from even channel at q=0.001 1/bohr: 0.002+0.001i bohr
effective d at q=0.015 1/bohr, eta=0.1 ws: 1.506+2.499i bohr
effective d at q=0.03 1/bohr, eta=0.1 ws: 1.335+2.235i bohr
effective d at q=0.045 1/bohr, eta=0.1 ws: 1.151+1.960i bohr
effective d extrapolated to q=0: 1.665+2.752i bohr
q=0.015 1/bohr: pole 4.071-0.065i eV, linear law 4.062-0.085i eV, peak shift -0.088 eV
q=0.03 1/bohr: pole 4.002-0.105i eV, linear law 3.958-0.170i eV, peak shift -0.155 eV
q=0.045 1/bohr: pole 3.957-0.139i eV, linear law 3.854-0.255i eV, peak shift -0.201 eV
initial slope/ws: pole -1.737-1.308i, loss peak -1.552, -dperp/2 -1.666-1.360i bohr
formula slope d(ws)/dq = -0.2550 Ha bohr = -3.672 eV Angstrom
formula full width per q = 0.4164 Ha bohr = 5.996 eV Angstrom
```
